# Coalescing ideal-gas bubbles conserve surface area and absorb vacancies, part 1

(Sections cited here and not found follow in the second part.)

## First half: from the gas content to the area law

### What goes wrong if bubbles are treated as droplets

Two gas bubbles in a hot solid touch and merge. Their radii are 60 nm and 80 nm, and in each the gas pressure balanced surface tension before they met. It is tempting to treat them as two drops of liquid and to conserve volume:

$$r_c^3=(60^3+80^3)\ \text{nm}^3=728\,000\ \text{nm}^3,\qquad r_c=89.96\ \text{nm}.$$

With this radius the total wall area falls by 19 %, and the solid does not swell at all. Both conclusions fail if the gas is dilute and the solid can supply vacancies to the bubble. For a surface energy of 1 J/m², the gas in this merged bubble pushes outward with 27.5 MPa, while surface tension can balance 22.2 MPa. The bubble is not in equilibrium and goes on growing.

The error matters for swelling, which depends on bubble volume. It also matters for gettering: if the capacity of cavity walls to hold impurities is proportional to their area, the droplet rule predicts a loss of capacity that re-equilibration removes, provided the cavities keep their gas. The relaxed area is proportional to the gas retained, so cavities that have been annealed until the gas has escaped, as is common in gettering, do not regain the lost area.

The correct bookkeeping starts from the gas. Its amount is fixed, and the volume is free to adjust.

### Entry 1. One bubble in equilibrium

Let a spherical bubble of radius $r$ contain $N$ gas atoms at absolute temperature $T$, and let $k$ be the Boltzmann constant. Its wall area and volume are

$$A=4\pi r^2,\qquad V=\tfrac43\pi r^3 .$$

The assumptions for the main result are these.

- The gas is ideal, and none of it leaves the bubble.
- The surface energy $\gamma$, the free energy per unit of wall area, is the same for all wall orientations and all radii.
- The pressure outside the solid is negligible.
- Vacancies in the surrounding crystal are at their equilibrium concentration, maintained by sources such as grain boundaries, dislocations or the outer surface.
- Elastic energy of the solid is left out.

The free energy has a wall part and a gas part. An ideal gas has the partition function $(V/\lambda^3)^N/N!$, where $\lambda$ is the thermal wavelength and depends on temperature and atomic mass. With Stirling's approximation $\ln N!\approx N\ln N-N$, the Helmholtz energy of the gas is

$$F_{\rm gas}=-kT\ln\frac{(V/\lambda^3)^N}{N!}=NkT\left[\ln\frac{N\lambda^3}{V}-1\right].$$

Its volume derivative at fixed $N$ and $T$ gives the pressure,

$$p=-\frac{\partial F_{\rm gas}}{\partial V}=\frac{NkT}{V}.$$

The total free energy is $F=\gamma A+F_{\rm gas}$.

Now let the bubble absorb one vacancy. An atom from the wall moves into the vacant site, so the crystal loses a vacancy and the cavity grows by one atomic volume $\Omega$. At the equilibrium concentration a vacancy has zero chemical potential: sources can supply it at no cost in free energy. The change is therefore due to the cavity alone,

$$\Delta F_{\rm vac}=\Omega\,\frac{dF}{dV}=\Omega\left(\gamma\frac{dA}{dV}-p\right).$$

For a sphere

$$\frac{dA}{dV}=\frac{dA/dr}{dV/dr}=\frac{8\pi r}{4\pi r^2}=\frac2r,$$

and hence

$$\Delta F_{\rm vac}=\Omega\left(\frac{2\gamma}{r}-p\right).\tag{1}$$

The signs can be read directly. Surface tension makes growth costly; gas pressure makes it favourable. If $p>2\gamma/r$, absorbing a vacancy lowers the free energy. If $p<2\gamma/r$, emitting one does. Equilibrium requires

$$p=\frac{2\gamma}{r}.\tag{2}$$

To see whether this equilibrium is stable, write the free energy as a function of $r$. Since $\ln V=3\ln r+\text{constant}$,

$$F(r)=4\pi\gamma r^2-3NkT\ln r+\text{constant},$$

$$F'(r)=8\pi\gamma r-\frac{3NkT}{r},\qquad F''(r)=8\pi\gamma+\frac{3NkT}{r^2}.$$

Setting $F'=0$ gives $3NkT=8\pi\gamma r^2$. At that radius $F''=8\pi\gamma+8\pi\gamma=16\pi\gamma$, which is positive. The equilibrium is a minimum, and a displaced bubble returns to it by exchanging vacancies.

The condition $F'=0$ also contains the relation on which everything rests:

$$N=\frac{8\pi\gamma r^2}{3kT}.\tag{3}$$

The same relation follows from $pV=NkT$ with equation (2):

$$NkT=\frac{2\gamma}{r}\cdot\frac43\pi r^3=\frac{8\pi}{3}\gamma r^2 .$$

The volume supplies $r^3$ and the equilibrium pressure removes one power of $r$. A bubble twice as wide holds four times as much gas, since its eightfold volume is at half the pressure. Replacing $r^2$ by $A/4\pi$ gives

$$A=\frac{3NkT}{2\gamma}.\tag{4}$$

At fixed temperature and surface energy, the wall area of an equilibrium bubble counts its gas atoms.

**Limit check.** As $N\to0$, equation (3) gives $r\to0$. An empty cavity has no equilibrium size in this model; it shrinks by emitting vacancies. This agrees with equation (1), which for $p=0$ makes vacancy absorption cost $2\gamma\Omega/r$.

### Entry 2. Two equal bubbles

The simplest merger joins two bubbles of the same radius $r$. Each contains $N$ atoms, so the merged bubble contains $2N$. Equation (3) says that the squared radius is proportional to the gas content:

$$R^2=2r^2,\qquad R=\sqrt2\,r .$$

The final area is $4\pi R^2=8\pi r^2$, which equals the two initial areas together. The volume ratio is

$$\frac{V_{\rm after}}{V_{\rm before}}=\frac{R^3}{2r^3}=\frac{2\sqrt2}{2}=\sqrt2 .$$

The total volume has grown by 41 %. The pressure has dropped from $2\gamma/r$ to $2\gamma/(\sqrt2\,r)$, a factor $1/\sqrt2$. The product of pressure and total volume is unchanged, as an ideal gas at fixed temperature requires.

### Entry 3. Two unequal bubbles

Let the initial radii be $r_1$ and $r_2$, with gas contents $N_1$ and $N_2$. The final bubble contains $N=N_1+N_2$. Applying equation (3) to all three equilibrium bubbles gives

$$\frac{8\pi\gamma R^2}{3kT}=\frac{8\pi\gamma r_1^2}{3kT}+\frac{8\pi\gamma r_2^2}{3kT}.$$

The common factor cancels because $T$ and $\gamma$ are held fixed:

$$R^2=r_1^2+r_2^2.\tag{5}$$

Multiplication by $4\pi$ gives the area law

$$4\pi R^2=4\pi r_1^2+4\pi r_2^2.\tag{6}$$

This compares two end states, both in equilibrium. It does not say that area stays constant during the merger.

For the volume, multiply equation (5) by $R$:

$$R^3=Rr_1^2+Rr_2^2 .$$

Both initial radii are positive, so $R>r_1$ and $R>r_2$. Replacing $R$ on the right by the smaller factors $r_1$ and $r_2$ gives

$$R^3>r_1^3+r_2^3.\tag{7}$$

Total volume must increase. In a crystal whose cavities grow by vacancy absorption, the number absorbed is

$$n_v=\frac{4\pi}{3\Omega}\left(R^3-r_1^3-r_2^3\right).\tag{8}$$

Vacancy sources supply this number. Each vacancy created at a source leaves one extra atom there, so the outer volume of the solid grows by the same amount as the bubbles.

The largest relative growth can also be found. Let $u=r_1^2/R^2$, so that $r_2^2/R^2=1-u$. Then

$$\frac{V_{\rm before}}{V_{\rm after}}=g(u)=u^{3/2}+(1-u)^{3/2}.$$

The derivatives are

$$g'(u)=\tfrac32\left[\sqrt u-\sqrt{1-u}\right],\qquad g''(u)=\tfrac34\left[u^{-1/2}+(1-u)^{-1/2}\right]>0 .$$

The first derivative vanishes at $u=1/2$, and the positive second derivative makes this the minimum. There $g=2\cdot2^{-3/2}=1/\sqrt2$. Thus

$$1<\frac{V_{\rm after}}{V_{\rm before}}\le\sqrt2,\tag{9}$$

with the upper value reached for equal bubbles.

**Limit check.** Let a large bubble swallow a much smaller one, $r_2\ll r_1$. Expanding the square root to leading order,

$$R=r_1\sqrt{1+\frac{r_2^2}{r_1^2}}\approx r_1+\frac{r_2^2}{2r_1}.$$

The large cavity then gains the volume

$$4\pi r_1^2\cdot\frac{r_2^2}{2r_1}=2\pi r_1r_2^2 .$$

This has two sources. The small bubble's gas expands from pressure $2\gamma/r_2$ to about $2\gamma/r_1$. It then occupies

$$\frac43\pi r_2^3\cdot\frac{r_1}{r_2}=\frac43\pi r_1r_2^2 .$$

The gas already in the large bubble expands too, because the equilibrium pressure falls slightly as the radius grows. Its relative expansion is $(R-r_1)/r_1=r_2^2/(2r_1^2)$, which contributes

$$\frac43\pi r_1^3\cdot\frac{r_2^2}{2r_1^2}=\frac23\pi r_1r_2^2 .$$

The two contributions add to $2\pi r_1r_2^2$, as they should.

### Entry 4. Many bubbles

If the merged bubble later meets a third one, gas contents add again, and so do squared radii. For $m$ bubbles,

$$R^2=\sum_{i=1}^{m}r_i^2 .$$

The result does not depend on the order of the mergers, because a sum of gas contents does not. For $m$ equal bubbles $R=\sqrt m\,r$, and the volume ratio is $m^{3/2}/m=\sqrt m$. The bound in equation (9) therefore belongs to a single merger of two bubbles. Repeated coalescence can produce more swelling, as long as the assumptions of Entry 1 continue to hold.

### Entry 5. Numbers for bubbles in aluminium

Take helium bubbles of radius 60 nm and 80 nm in aluminium at 800 K. The helium is treated as a gas of free atoms. The surface energy is set to 1 J/m² and the lattice parameter to 0.405 nm. Both are model inputs; the digits below show the arithmetic for these inputs, not the accuracy of a prediction. The atomic volume is

$$\Omega=\frac{(0.405\ \text{nm})^3}{4}=0.01661\ \text{nm}^3,$$

because the cubic cell of a face-centred cubic crystal contains four atoms.

Equation (5) gives

$$R=\sqrt{60^2+80^2}\ \text{nm}=100\ \text{nm}.$$

For the gas contents, $kT=0.06894$ eV, and the surface energy converts to 6.242 eV/nm². Equation (3) gives

$$N_1=\frac{8\pi(6.242)(60)^2}{3(0.06894)}=2.73\times10^6 .$$

Likewise $N_2=4.85\times10^6$, and the total is $N=7.58\times10^6$. The equilibrium pressures are 33.3 MPa and 25.0 MPa before the merger, and 20.0 MPa after it.

The areas are 45 239 nm² and 80 425 nm². Their sum, $1.257\times10^5$ nm², is the area of the 100 nm bubble. The volumes behave differently:

$$V_{\rm before}=3.049\times10^6\ \text{nm}^3,\qquad V_{\rm after}=4.189\times10^6\ \text{nm}^3 .$$

Their ratio is 1.374, close to the maximum of $\sqrt2$ because the two radii are not very different. The gain of $1.139\times10^6$ nm³ requires

$$n_v=\frac{1.139\times10^6}{0.01661}=6.86\times10^7$$

vacancies, about nine for each gas atom.

The algebra can be checked by minimizing the same free energy numerically. Stirling's approximation plays no part in the result, because the factorial in the gas partition function does not depend on the radius. For the total gas content above, the minimization returned a radius of 100 nm. The same minimization was applied to pairs containing $10^5$ and $10^5$, $10^5$ and $5\times10^6$, $3\times10^6$ and $4\times10^7$, and $2\times10^7$ and $2\times10^7$ atoms. In each case the final area equalled the initial total to within one part in a million, and the volume increased.

## Second half: the path, the driving force and the limits

### What is carried over

Two bubbles of radii $r_1,r_2$ and gas contents $N_1,N_2$ merge into one containing $N=N_1+N_2$ atoms. The surface energy is $\gamma$, the atomic volume of the solid is $\Omega$, and $kT$ is the thermal energy. An equilibrium bubble obeys $p=2\gamma/r$ and $NkT=(8\pi/3)\gamma r^2$. The final radius is therefore $R=\sqrt{r_1^2+r_2^2}$: total area is conserved and total volume grows. The example has radii of 60 and 80 nm before, and 100 nm after, in aluminium at 800 K.

These results compare end states. The entries below follow the path between them, explain the driving force, and then relax the assumptions.

### Entry 6. Over-pressure just after merging

Consider first a merger in which the cavity becomes round at fixed volume. Atoms moving along the wall can do this without supplying any new vacancies. The intermediate radius obeys

$$r_c^3=r_1^3+r_2^3 .$$

By equation (7), $r_c<R$. The gas pressure in this state is

$$p_c=\frac{NkT}{\frac43\pi r_c^3}=\frac{\frac{8\pi}{3}\gamma R^2}{\frac43\pi r_c^3}=\frac{2\gamma R^2}{r_c^3}.$$

Compare it with the capillary pressure $2\gamma/r_c$:

$$\frac{p_c}{2\gamma/r_c}=\frac{R^2}{r_c^2}>1.\tag{10}$$

The gas wins, so by equation (1) the bubble absorbs vacancies. At a later radius $r$ the excess pressure is

$$\Delta p(r)=\frac{2\gamma R^2}{r^3}-\frac{2\gamma}{r}=\frac{2\gamma}{r}\left(\frac{R^2}{r^2}-1\right).\tag{11}$$

It is positive for $r<R$, zero at $R$, and negative beyond. Growth therefore proceeds up to $R$ and stops there.

In the example $r_c=89.96$ nm. The gas pressure is 27.47 MPa and the capillary pressure is 22.23 MPa, leaving an excess of 5.24 MPa. The area is 0.809 of its initial value. Vacancy absorption then restores the missing 19 %.

For an ideal gas and vacancies in equilibrium, merging conserves total wall area and increases total volume, and a cavity that rounds at fixed volume is left over-pressured and grows to $R$ by absorbing vacancies. Still to come are other ways the solid might yield, the time re-equilibration takes, the source of the driving force, and what changes when the assumptions are relaxed.

All numerical values are calculated from the stated model.
